# Threshold and activation energy of direct CHCC Auger recombination: test program

```python
"""Activation energy of the direct CHCC Auger coefficient.

Result under test: two conduction electrons and one hole can recombine, giving
their energy to one conduction electron, only if their total kinetic energy K
is at least Ea = mu*Eg/(1+mu), mu = mc/mv (parabolic isotropic bands).
Nondegenerate carriers then give C proportional to D(T), the thermal average of
delta(Eg + K - Q^2/(2 mc)), with low-temperature exponent Ea/kT.
Symbols: Eg gap, mc and mv electron and hole masses, Q total wave vector,
M = 2 mc + mv, Y kinetic energy of relative motion, a = mu/(1+mu),
s power with which the squared matrix element (Y/Eg)^s vanishes at threshold.
Units: energies in eV, masses in electron masses, wave vectors scaled so that
a kinetic energy is k^2/(2m); they are converted to 1/nm for printing.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

k_boltz = const.k / const.e
to_per_nm = np.sqrt(const.m_e * const.e) / const.hbar * 1e-9
gap, mc, mv = 0.5, 0.05, 0.5
mu = mc / mv
a = mu / (1 + mu)
Ea = a * gap


def threshold_by_diagonalization(m_el, m_hole, e_gap):
    """Minimum K on the surface Q^2/(2 m_el) - K = e_gap, in all nine components."""
    kinetic = np.kron(np.diag([1 / m_el, 1 / m_el, 1 / m_hole]), np.eye(3)) / 2
    final = np.kron(np.ones((3, 3)), np.eye(3)) / (2 * m_el)
    values, vectors = eigh(final - kinetic, kinetic)
    k_min = e_gap / values[-1]
    vec = vectors[:, -1]
    vec = vec * np.sqrt(k_min / (vec @ kinetic @ vec))
    return k_min, vec.reshape(3, 3)


print(f"Gap Eg = {gap:.3f} eV; mc = {mc:.3f} me; mv = {mv:.3f} me; mu = {mu:.3f}")
print("Threshold K/Eg: diagonalization and formula (dimensionless)")
for ratio in (0.05, 0.1, 0.5, 1.0):
    numeric, _ = threshold_by_diagonalization(ratio, 1.0, 1.0)
    formula = ratio / (1 + ratio)
    assert abs(numeric - formula) < 1e-10
    print(f"  mu = {ratio:.2f}: {numeric:.6f}  {formula:.6f}")

K_min, waves = threshold_by_diagonalization(mc, mv, gap)
k1, k2, kh = waves
Q = k1 + k2 + kh
assert abs(K_min - Ea) < 1e-10
assert np.allclose(k1, mu * kh, atol=1e-9) and np.allclose(k2, mu * kh, atol=1e-9)
assert np.allclose(Q, (1 + 2 * mu) * kh, atol=1e-9)
E_final = Q @ Q / (2 * mc)
assert abs(E_final - gap * (1 + 2 * mu) / (1 + mu)) < 1e-10
print(f"Activation energy Ea = {1e3 * K_min:.3f} meV = {K_min * const.e:.4e} J")
print(f"Final-electron energy ET = {1e3 * E_final:.3f} meV")
print(f"Each initial electron energy = {1e3 * (k1 @ k1) / (2 * mc):.4f} meV")
print(f"Initial hole energy = {1e3 * (kh @ kh) / (2 * mv):.4f} meV")
print(f"Wave number of each initial electron = {np.linalg.norm(k1) * to_per_nm:.5f} 1/nm")
print(f"Wave number of hole = {np.linalg.norm(kh) * to_per_nm:.5f} 1/nm")
print(f"Wave number of final electron = {np.linalg.norm(Q) * to_per_nm:.5f} 1/nm")


def density(kT, s=0):
    """One-dimensional integral for D in 1/eV, weighted by (Y/Eg)^s."""
    def integrand(t):
        x = a * (gap / kT + t)
        return (0.5 * t**2 * np.exp(-t) * (t * kT / gap)**s
                * 2 / np.sqrt(np.pi) * np.sqrt(x) * np.exp(-x))
    return a / kT * quad(integrand, 0, 60, epsabs=0, epsrel=1e-11, limit=200)[0]


def leading_density(kT):
    return (2 / np.sqrt(np.pi) * a**1.5 * np.sqrt(gap) * kT**-1.5
            * np.exp(-Ea / kT) / (1 + a)**3)


def slope(kT, s=0):
    """Local Arrhenius slope -d ln D / d(1/kT), in eV."""
    beta, h = 1 / kT, 1e-3 / kT
    return -(np.log(density(1 / (beta + h), s))
             - np.log(density(1 / (beta - h), s))) / (2 * h)


# Direct sampling of the three Maxwellian wave vectors at unit kT; a narrow
# energy window replaces the delta function. Energies scale linearly with kT.
rng = np.random.default_rng(12345)
temperatures = (150.0, 300.0, 600.0)
window = 0.1 * gap
batches, batch_size = 4, 500000
sums = np.zeros((3, 2))
for _ in range(batches):
    p1 = np.sqrt(mc) * rng.standard_normal((batch_size, 3))
    p2 = np.sqrt(mc) * rng.standard_normal((batch_size, 3))
    ph = np.sqrt(mv) * rng.standard_normal((batch_size, 3))
    K = ((p1**2).sum(1) + (p2**2).sum(1)) / (2 * mc) + (ph**2).sum(1) / (2 * mv)
    Q2 = ((p1 + p2 + ph)**2).sum(1)
    relative = K - Q2 / (2 * (2 * mc + mv))
    for i, T in enumerate(temperatures):
        kT = k_boltz * T
        hit = np.abs(gap + kT * (K - Q2 / (2 * mc))) < window / 2
        sums[i, 0] += hit.sum()
        sums[i, 1] += (relative[hit] * kT / gap).sum()
sampled = sums / (batches * batch_size * window)
print("D(T) in 1/eV: sampling, integral, low-temperature formula")
for i, T in enumerate(temperatures):
    kT = k_boltz * T
    # Tolerance covers sampling noise and the finite energy window.
    for s in (0, 1):
        assert abs(sampled[i, s] / density(kT, s) - 1) < 0.04
    print(f"  T = {T:.0f} K: {sampled[i, 0]:.4f}  {density(kT):.4f}  "
          f"{leading_density(kT):.4f}")

# Low-temperature prefactor and slopes; corrections are of relative order kT/Eg.
cold = k_boltz * 20
assert abs(density(cold) / leading_density(cold) - 1) < 0.01
print("Local slope at 20 K in meV: integral and Ea-(3/2-s)kT")
for s in (0, 1):
    expected = Ea - (1.5 - s) * cold
    assert abs(slope(cold, s) - expected) < 2e-5
    print(f"  s = {s}: {1e3 * slope(cold, s):.3f}  {1e3 * expected:.3f}")
room = k_boltz * 300
print(f"Thermal energy kT at 300 K = {1e3 * room:.3f} meV")
print(f"Boltzmann factor exp(-Ea/kT) at 300 K = {np.exp(-Ea / room):.5f}")
print(f"Local slope at 300 K, s = 0: {1e3 * slope(room):.3f} meV")
print(f"Local slope at 300 K, s = 1: {1e3 * slope(room, 1):.3f} meV")
T_peak = brentq(lambda T: slope(k_boltz * T), 250, 600)
assert density(k_boltz * T_peak) > density(k_boltz * (T_peak - 30))
assert density(k_boltz * T_peak) > density(k_boltz * (T_peak + 30))
print(f"Temperature of maximum D, s = 0: {T_peak:.1f} K")
print(f"Leading estimate 2Ea/(3k) of that temperature: {2 * Ea / (3 * k_boltz):.1f} K")


# Nonparabolic conduction band E(1+E/Eg)=k^2/(2mc), with mc = Eg = 1 here.
def band(k_squared):
    return 0.5 * (np.sqrt(1 + 2 * k_squared) - 1)


def initial_energy(v):
    q1, q2, qh = v.reshape(3, 3)
    return band(q1 @ q1) + band(q2 @ q2) + (qh @ qh) * mu / 2


def energy_balance(v):
    total = v.reshape(3, 3).sum(0)
    return band(total @ total) - 1 - initial_energy(v)


start = np.array([0.30, 0.05, 0.0, 0.15, 0.0, 0.08, 2.3, -0.1, 0.1])
found = minimize(initial_energy, start, method="SLSQP",
                 constraints={"type": "eq", "fun": energy_balance},
                 options={"ftol": 1e-13, "maxiter": 1000})


def equal_velocity_state(u):
    electron = u / np.sqrt(1 - 2 * u**2)
    hole = u / mu
    energy = 2 * band(electron**2) + hole**2 * mu / 2
    return energy, band((2 * electron + hole)**2) - 1 - energy


u_threshold = brentq(lambda u: equal_velocity_state(u)[1], 0.05, 0.25)
nonparabolic = equal_velocity_state(u_threshold)[0]
assert abs(energy_balance(found.x)) < 1e-7
assert abs(found.fun - nonparabolic) < 1e-5
print(f"Nonparabolic threshold K = {1e3 * gap * nonparabolic:.2f} meV")
print(f"Nonparabolic / parabolic threshold = {nonparabolic / a:.3f}")
print("all tests passed")
```

Output:

```
Gap Eg = 0.500 eV; mc = 0.050 me; mv = 0.500 me; mu = 0.100
Threshold K/Eg: diagonalization and formula (dimensionless)
  mu = 0.05: 0.047619  0.047619
  mu = 0.10: 0.090909  0.090909
  mu = 0.50: 0.333333  0.333333
  mu = 1.00: 0.500000  0.500000
Activation energy Ea = 45.455 meV = 7.2826e-21 J
Final-electron energy ET = 545.455 meV
Each initial electron energy = 3.7879 meV
Initial hole energy = 37.8788 meV
Wave number of each initial electron = 0.07051 1/nm
Wave number of hole = 0.70505 1/nm
Wave number of final electron = 0.84606 1/nm
D(T) in 1/eV: sampling, integral, low-temperature formula
  T = 150 K: 0.3547  0.3523  0.3405
  T = 300 K: 0.7444  0.7460  0.6985
  T = 600 K: 0.6717  0.6728  0.5948
Local slope at 20 K in meV: integral and Ea-(3/2-s)kT
  s = 0: 42.877  42.869
  s = 1: 44.604  44.593
Thermal energy kT at 300 K = 25.852 meV
Boltzmann factor exp(-Ea/kT) at 300 K = 0.17234
Local slope at 300 K, s = 0: 8.258 meV
Local slope at 300 K, s = 1: 34.556 meV
Temperature of maximum D, s = 0: 369.7 K
Leading estimate 2Ea/(3k) of that temperature: 351.7 K
Nonparabolic threshold K = 113.48 meV
Nonparabolic / parabolic threshold = 2.497
all tests passed
```
